# Power carried into a plasma by secondary electrons from an RF electrode

**Question**

Positive ions strike one electrode of a capacitive radio-frequency discharge at the steady flux \(\Gamma_i = 1\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}\). Each ion releases on average \(\gamma = 0.1\) electrons from the surface. The sheath voltage \(V(t)\ge 0\), defined as the plasma potential minus the electrode potential, has the mean \(\bar V = 200\ \mathrm{V}\) over one RF period. Electrons leave the surface practically at rest and cross the sheath without collisions. The yield \(\gamma\) is the same at all times.

**(a)** Find the flux and the current density of the emitted electrons.

**(b)** An electron is emitted at time \(t_0\) and crosses the sheath in a time much shorter than the RF period. Find the energy with which it enters the plasma.

**(c)** Find the mean power per unit electrode area that these electrons carry into the plasma.

**(d)** Take singly charged argon ions, an electron temperature of 3 eV and a drive frequency of 13.56 MHz. Model the sheath by a uniform ion density \(n\), with no electrons between the wall and a sharp edge at \(s(t)=s_0(1+\cos\omega t)\). Find the crossing time, and show how the motion of the edge affects the energy of one electron and the mean energy.

**(e)** In the same model, let the ion flux be \(\Gamma_i(1+a\cos\omega t)\), with \(\bar V\) held fixed. By what factor does the power change?

**(f)** The discharge is symmetric, so the sheath edge at the opposite electrode follows \(s_0(1-\cos\omega t)\). What share of the injected power is carried by electrons that can reach the opposite electrode? Neglect collisions and the flight time across the gap at first, then estimate their effect for a gap of 50 mm filled with argon at 5 mTorr and 300 K.

**Model answers**

**(a) Electron flux**

Each ion gives \(\gamma\) electrons, so

\[
\Gamma_{se}=\gamma\Gamma_i=0.1\times10^{19}=1\times10^{18}\ \mathrm{m^{-2}\,s^{-1}} .
\]

The magnitude of the current density is

\[
e\Gamma_{se}=(1.602\times10^{-19}\ \mathrm{C})(1\times10^{18}\ \mathrm{m^{-2}\,s^{-1}})=0.16\ \mathrm{A/m^2}.
\]

**(b) Energy of one electron**

The plasma is positive with respect to the electrode, so the electric field points towards the wall and the force on an electron points into the plasma. Let \(x\) be the distance from the wall and \(|E|\) the field magnitude. During a quick crossing the field hardly changes, and it may be evaluated at \(t_0\). The work done on the electron is then

\[
K=\int_0^{s} e|E(x,t_0)|\,dx=eV(t_0),
\]

because the integral of \(|E|\) across the sheath is the sheath voltage. The result depends on the voltage at the moment of emission and not on how the field is distributed over the sheath.

**(c) Mean power**

At time \(t\) the injected power per unit area is the electron flux times the energy per electron, \(\gamma\Gamma_i\,eV(t)\). Angle brackets denote the average over one period. Since \(\gamma\) and \(\Gamma_i\) are constant, they come out of the average:

\[
P=\langle\gamma\Gamma_i\,eV(t)\rangle=\gamma\Gamma_i e\,\langle V(t)\rangle=\gamma e\Gamma_i\bar V .
\]

An electron that falls through 200 V gains \(3.204\times10^{-17}\ \mathrm{J}\), so

\[
P=(1\times10^{18})(3.204\times10^{-17})\ \mathrm{W/m^2}=32\ \mathrm{W/m^2},
\]

or \(3.2\ \mathrm{mW/cm^2}\). This is the contribution of one electrode. An identical second electrode injects the same power again.

The emission energy has been set to zero. If each electron started with about 5 eV, a rough value, the power would rise by \(0.8\ \mathrm{W/m^2}\), which is 2.5 percent of the result.

**(d) Crossing time and moving edge**

*Sheath width.* Ions enter the sheath at about the Bohm speed \(u_B=\sqrt{k_BT_e/M}\), where \(M\) is the ion mass and \(k_BT_e=3\ \mathrm{eV}\). For argon \(u_B=2692\ \mathrm{m/s}\), and the density at the sheath edge is

\[
n=\frac{\Gamma_i}{u_B}=\frac{10^{19}}{2692}=3.7\times10^{15}\ \mathrm{m^{-3}} .
\]

The model uses this density throughout the sheath. Gauss's law, with zero field at the edge, gives

\[
|E|=\frac{en}{\varepsilon_0}(s-x),\qquad
V=\int_0^s|E|\,dx=\frac{en s^2}{2\varepsilon_0}.
\]

Since \(\langle(1+\cos\omega t)^2\rangle=1+0+\tfrac12=\tfrac32\),

\[
\bar V=\frac{3en s_0^2}{4\varepsilon_0},\qquad
s_0=\sqrt{\frac{4\varepsilon_0\bar V}{3en}}=1.99\ \mathrm{mm}.
\]

The peak voltage, at \(s=2s_0\), is \(4/(3/2)=8/3\) of the mean, or 533 V. Putting the peak in place of the mean in part (c) would overstate the power by this factor.

*Fixed edge.* With \(\omega_p^2=ne^2/(\varepsilon_0m)\), where \(m\) is the electron mass, the equation of motion is

\[
m\ddot x=e|E|=m\omega_p^2(s-x).
\]

The distance to the edge, \(y=s-x\), obeys \(\ddot y=-\omega_p^2y\). It starts at \(y=s\) with \(\dot y=0\), so \(y=s\cos\omega_p\tau\), where \(\tau\) is the time since emission. The electron reaches the edge when the cosine first vanishes:

\[
\tau_c=\frac{\pi}{2\omega_p}=0.46\ \mathrm{ns}.
\]

This is independent of \(s\), because a wider sheath has a proportionally stronger field at the wall. The RF period is 73.7 ns, so the crossing takes 0.6 percent of a period. The exit speed is \(\omega_ps\), and \(\tfrac12m\omega_p^2s^2=e^2ns^2/(2\varepsilon_0)=eV\), in agreement with part (b).

*Moving edge.* To first order, the edge position during the crossing is \(s+\dot s\tau\), with \(s\) and \(\dot s\) taken at emission. The equation \(\ddot x+\omega_p^2x=\omega_p^2(s+\dot s\tau)\), with \(x=\dot x=0\) at \(\tau=0\), has the solution

\[
x=s+\dot s\tau-s\cos\omega_p\tau-\frac{\dot s}{\omega_p}\sin\omega_p\tau .
\]

The electron leaves when \(x=s+\dot s\tau\), that is, when

\[
s\cos\omega_p\tau+\frac{\dot s}{\omega_p}\sin\omega_p\tau=0 .
\]

For \(|\dot s|\ll\omega_ps\) this makes \(\cos\omega_p\tau\approx-\dot s/(\omega_ps)\), which is small, while \(\sin\omega_p\tau\) differs from 1 only at second order. The exit speed is therefore

\[
\dot x=\dot s(1-\cos\omega_p\tau)+\omega_ps\sin\omega_p\tau\approx\omega_ps+\dot s .
\]

Squaring and keeping first-order terms gives

\[
K\approx eV(t_0)+m\omega_p s\dot s .
\]

An electron gains extra energy from an advancing edge and loses some to a receding one. The size of the shift is \(m\omega_p\omega s_0^2(1+\cos\omega t_0)|\sin\omega t_0|\). The trigonometric factor is largest at \(\cos\omega t_0=\tfrac12\), where it equals \(3\sqrt3/4\), and the shift is then 8.6 eV. In the mean, however,

\[
\langle s\dot s\rangle=\tfrac12\left\langle\frac{d(s^2)}{dt}\right\rangle=0,
\]

because \(s^2\) returns to its starting value after one period. The first-order shift thus drops out of the power.

The expansion fails near sheath collapse, where \(s\to0\). Electrons emitted there carry little energy: the greatest edge speed, \(\omega s_0=1.7\times10^5\ \mathrm{m/s}\), corresponds to an electron energy of only 0.08 eV.

A numerical solution of Newton's equation does not need the expansion. For 720 electrons emitted at evenly spaced phases and followed in small time steps until they have left the moving sheath, the mean final energy is 200.0 eV. If the ion density instead rises linearly from \(0.4n\) at the wall to \(n\) at \(x=2s_0\), with \(s_0\) readjusted to keep \(\bar V=200\ \mathrm{V}\), the mean is 200.1 eV. In these two cases the density profile has almost no influence on the power at fixed mean voltage.

**(e) Modulated ion flux**

The flux can no longer be taken out of the average. Because \(V\propto(1+\cos\omega t)^2\), the power changes by the factor

\[
\frac{\langle(1+a\cos\omega t)(1+\cos\omega t)^2\rangle}{\langle(1+\cos\omega t)^2\rangle}.
\]

The additional term in the numerator is

\[
a\langle\cos\omega t+2\cos^2\omega t+\cos^3\omega t\rangle=a(0+1+0)=a .
\]

The factor is therefore

\[
\frac{3/2+a}{3/2}=1+\frac{2a}{3}.
\]

For \(a=0.2\) it is 1.133, and the power rises to \(36\ \mathrm{W/m^2}\). For \(a=-0.2\) more electrons are emitted when the voltage is low, and the power falls to \(28\ \mathrm{W/m^2}\). The mean voltage alone fixes the power only if emission and voltage are uncorrelated, and a steady flux with constant yield ensures this.

**(f) Injected power and deposited power**

An electron emitted with sheath voltage \(V_1\propto(1+\cos\omega t)^2\) meets the opposing voltage \(V_2\propto(1-\cos\omega t)^2\). Without flight time or collisions it reaches the far electrode if \(V_1>V_2\), which means \(\cos\omega t>0\). With \(\theta=\omega t\), these electrons carry the share

\[
\frac{\int_{-\pi/2}^{\pi/2}(1+\cos\theta)^2\,d\theta}{2\pi\cdot\frac32}
=\frac{\pi+4+\frac{\pi}{2}}{3\pi}
=\frac12+\frac{4}{3\pi}=0.92 .
\]

They are emitted during half of the period, but it is the half with the high voltages.

*Flight time.* A 200 eV electron moves at \(8.4\times10^6\ \mathrm{m/s}\) and crosses 50 mm in 6 ns. When the final speeds from the numerical solution in part (d) are used to find each arrival time, and the opposing voltage is taken at that time, the share becomes 0.93. This counts the first pass only. Electrons turned back by the far sheath bounce between the two sheaths, and without collisions electrons carrying more than 99 percent of the injected power have reached one of the electrodes within one period.

*Collisions.* The gas density is \(n_g=p/(k_BT)=1.6\times10^{20}\ \mathrm{m^{-3}}\). With the ionization cross-section \(\sigma=3\times10^{-20}\ \mathrm{m^2}\), a rough value close to the maximum for argon, the mean free path is \(1/(n_g\sigma)=207\ \mathrm{mm}\). The chance of crossing the gap without ionizing an atom is \(e^{-50/207}=0.79\). Electrons that escape without ionizing therefore carry a share of about \(0.93\times0.79=0.73\), or \(23\ \mathrm{W/m^2}\).

This is an estimate and not a bound. At several hundred electronvolts, where electrons carry much of the power, the ionization cross-section is smaller, so more of them cross without ionizing. An energy-dependent cross-section from the binary-encounter-Bethe model raises the share from 0.73 to about 0.8. The estimate also leaves out excitation and elastic scattering, and an electron that has ionized once may still escape with much of its energy. It shows that \(32\ \mathrm{W/m^2}\) is the power injected into the plasma, and that in this model most of it is not deposited in the gas.

**Comparison with a real reactor**

The values in parts (d) and (f) are rough ones for a low-pressure argon etching reactor. The density of \(3.7\times10^{15}\ \mathrm{m^{-3}}\) follows from the chosen ion flux and electron temperature. In the widest sheath, 4.0 mm, the chance of an ionizing collision is \(1-e^{-4.0/207}\), or about 2 percent, so the collisionless crossing is a good approximation for electrons. The steady flux is less secure. Take the uniform-density sheath held at its mean width \(s_0\). The distance \(y\) of an argon ion from the edge obeys \(\ddot y=\omega_i^2y\), with \(\omega_i=\sqrt{ne^2/(\varepsilon_0M)}=1.27\times10^7\ \mathrm{s^{-1}}\). An ion that enters at speed \(u_B\) follows \(y=(u_B/\omega_i)\sinh\omega_i\tau\), where \(\tau\) is now the time since entry. It reaches the wall when \(\sinh\omega_i\tau=\omega_is_0/u_B=9.4\), which gives \(\tau=0.23\ \mathrm{\mu s}\), or about three RF periods. In the moving sheath of part (d) the ion enters at \(x=2s_0\) instead, and a numerical solution of its motion gives about 6.7 periods. A real sheath is wider, because the ions thin out as they speed up, and the crossing then takes longer. Such a slow crossing smooths the ion flux but need not remove all modulation, and part (e) gives the effect for an assumed size and for a modulation in phase with the edge. The phase matters. In the moving sheath of part (d), ions that enter at a steady rate arrive with a modulation of about 10 percent, most of it a quarter period out of phase with the edge. That part averages to zero against \((1+\cos\omega t)^2\), and the power rises by only about 2 percent. The yield depends on the surface and its condition, and the power is proportional to it: at fixed flux and voltage, \(\gamma=0.05\) would give \(16\ \mathrm{W/m^2}\). Many reactors are also asymmetric. Each electrode then needs its own mean voltage and ion flux in part (c), and the share found in part (f) no longer applies.

Numbers in the example were calculated in double precision.
